The Best Convergence Angle for a 1 keV Electron Probe

**Problem**

A scanning electron microscope focuses electrons of energy E = 1 keV into a small probe. The beam converges on the specimen as a cone of half-angle α, set by an aperture. Two effects blur the probe. Diffraction contributes

d_d = 0.61 λ/α,

where λ is the wavelength, and the energy spread ΔE of the beam contributes

d_c = Cc α ΔE/E,

where Cc is the chromatic aberration coefficient of the lens. The two are combined in quadrature:

d² = d_d² + d_c².

With Cc = 1 mm and ΔE = 0.5 eV, which α makes d smallest, and how large is d there? Angles are in radians within formulas and are small enough that sin α can be replaced by α. ΔE is the full width of the energy distribution at half its maximum.

**A tempting solution**

One blur falls with α and the other rises, so the best angle lies where they are equal:

0.61 λ/α = Cc α ΔE/E, hence α² = 0.61 λ/(Cc ΔE/E).

The denominator is 10⁶ nm × 0.5/1000 = 500 nm. For the wavelength, a quantum of energy E has E = hc/λ, so 1 keV corresponds to λ = hc/E = 1.24 nm. Then

α² = 0.61 × 1.24 nm/500 nm = 1.51 × 10⁻³,
α = 38.9 mrad.

Each blur would be 500 nm × 0.0389 = 19.4 nm, and the probe √2 times as large, 27.5 nm.

**Where it fails**

The condition of equal blurs is sound, as will be shown below. The fault is the wavelength. The relation E = hc/λ combines λ = h/p, which holds for any particle of momentum p, with p = E/c, which holds only for a particle without mass. A 1 keV electron is slow compared with light, and its kinetic energy is E = p²/(2m), where m is the electron mass. Therefore

p = √(2mE), λ = h/√(2mE).

The ratio of the false wavelength to the true one is

(hc/E)/(h/√(2mE)) = c √(2mE)/E = √(2mc²/E).

At 1 keV, E/(4mc²) = 4.89 × 10⁻⁴, so 2mc²/E = 1/(2 × 4.89 × 10⁻⁴) = 1022, and the ratio is 32. The tempting solution overestimates diffraction 32 times and opens the aperture √32 = 5.7 times too far to compensate.

An aperture set to 38.9 mrad would show the imbalance. The true diffraction blur there is only 0.6 nm, while the chromatic blur is still 19.4 nm.

**The electron wavelength**

With the constants inserted, λ = h/√(2mE) gives

λ = 0.03878 nm.

The kinetic energy used here is non-relativistic. The relativistic relation is p²c² = E² + 2Emc², or

p = √(2mE) √(1 + E/(2mc²)) ≈ √(2mE) (1 + E/(4mc²)).

The non-relativistic wavelength is thus too long by the fraction E/(4mc²) = 4.89 × 10⁻⁴ of the relativistic value, 0.03876 nm. Since α varies as √λ, the angle is affected by half that fraction, which is negligible.

**Where the two blurs come from**

Take diffraction first. At the focus, the wave is a sum of plane waves arriving from all directions in the cone. A wave inclined at θ has transverse wave number kθ, with k = 2π/λ. At distance r from the axis, averaging its phase factor exp(ikθr cos φ) over the azimuth φ gives the Bessel function J₀(kθr). For an evenly filled round aperture the amplitude is therefore proportional to

∫₀^α J₀(kθr) θ dθ.

Put x = kθr, so that θ dθ = x dx/(kr)², and use the identity d[x J₁(x)]/dx = x J₀(x). With v = kαr the integral becomes

v J₁(v)/(kr)² = α² J₁(v)/v,

because (kr)² = v²/α². The first dark ring lies at the first zero of J₁ beyond the origin, v = 3.83. Since v = 2πrα/λ, its radius is

r = (3.83/2π) λ/α = 0.61 λ/α.

So d_d is the radius of the dark ring. It serves here as an effective diameter of the bright central spot. For comparison, a probe of a single energy has half its current inside a diameter of 3.0 nm at the angle found below, where d_d is 3.4 nm.

The chromatic blur follows from geometry. Seen in a frame that turns at the Larmor frequency eB/(2m), an electron near the axis of a magnetic lens feels an inward force e²B²r/(4m). Dividing by mv_z² = 2E, where v_z is the speed along the axis z, gives the curvature of the path:

d²r/dz² = −e²B² r/(8mE).

For a short lens r hardly changes inside the field, so the total deflection is proportional to r/E, and the focal length f is proportional to E. An energy offset δE shifts the focus by f δE/E. In general one writes

δz = Cc δE/E,

which defines Cc; for a short lens focusing a parallel beam, Cc ≈ f.

In the plane where electrons of the mean energy are in focus, the others form a disc of radius α|δz|. At the edges of the energy width, δE = ±ΔE/2, this radius is Cc α ΔE/(2E). The diameter is twice as large:

d_c = Cc α ΔE/E.

Paraxial rays, obeying the equation above, were traced through a short lens with a nominal focal length of 1 mm, in which B² follows a bell curve with a standard deviation of 0.02 mm. They gave Cc = 1.0001 mm. The traced disc was 1.00025 times the formula. The small excess comes from the slower electrons: their cone is steeper by the fraction ΔE/(2E) = 2.5 × 10⁻⁴. This lens serves only to check the paraxial formula. A field so short compared with its focal length has a spherical aberration coefficient of about 320 mm, and real rays at 6.9 mrad would be blurred by about 50 nm.

**The minimum**

Write A = 0.61 λ and B = Cc ΔE/E, neither of which depends on α. Then

d² = A²/α² + B²α².

Completing the square avoids a derivative and shows that the minimum is global. Since

(A/α − Bα)² = A²/α² − 2AB + B²α²,

it follows that

d² = (A/α − Bα)² + 2AB.

The last term is fixed and the square cannot be negative. The smallest d is reached when the square vanishes, that is, when A/α = Bα. The two blurs are then equal, and

α₀ = √(A/B) = √(0.61 λE/(Cc ΔE)),
d_min = √(2AB) = √(2 × 0.61 λ Cc ΔE/E).

The numbers are

A = 0.61 × 0.03878 nm = 0.02366 nm,
B = 500 nm,
α₀² = 0.02366/500 = 4.73 × 10⁻⁵,
α₀ = 6.88 × 10⁻³ rad = 6.9 mrad, or 0.39°.

Each blur is 500 nm × 0.00688 = 3.44 nm, and

d_min = √(2 × 0.02366 × 500) nm = 4.86 nm.

A numerical search for the smallest d between 0.5 and 100 mrad finds the same angle and size.

**How much the angle matters**

Let α = sα₀. Because A/α₀ = Bα₀ = √(AB), the blurs are √(AB)/s and s√(AB). Hence

d² = AB (s² + 1/s²), and d/d_min = √((s² + 1/s²)/2).

The expression is unchanged when s is replaced by 1/s, so an aperture twice too large costs as much as one twice too small: the probe grows by a factor 1.46. Near the optimum the cost is slight. At 5 mrad the size is 5.35 nm and at 10 mrad it is 5.53 nm, which are 10% and 14% above the minimum. An aperture need not match α₀ closely.

Far below α₀ the size tends to A/α, and the energy spread no longer matters. Far above it, d tends to Bα, and the wavelength no longer matters.

**Changing the beam energy**

Keep Cc and ΔE fixed. Since λ is proportional to E^(−1/2),

α₀ ∝ √(λE) ∝ E^(1/4),
d_min ∝ √(λ/E) ∝ E^(−3/4).

The angle changes slowly and the size much faster. At 500 eV the optimum is 5.8 mrad with a probe of 8.2 nm; at 2000 eV it is 8.2 mrad with 2.9 nm. Lowering the energy hurts twice: the wavelength grows, and the same spread becomes a larger fraction of E. In a real column Cc may itself change with energy, and these powers then no longer hold.

**What depends on convention**

Adding the blurs directly instead of in quadrature changes the size but not the angle. For a plain sum,

A/α + Bα = (√(A/α) − √(Bα))² + 2√(AB),

which is again smallest at A/α = Bα. The minimum is then 2√(AB) = 6.9 nm instead of 4.9 nm.

The measure of diffraction affects both. If the full diameter of the dark ring, 1.22 λ/α, replaces 0.61 λ/α, then A doubles, and α₀ and d_min each grow by √2, to 9.7 mrad and 6.9 nm. The beam has not changed, only the definition of its size. A quoted optimum therefore needs its blur formulas stated beside it.

**Effects left out**

Three further blurs can be sized for a beam with rough typical values: spherical aberration coefficient Cs = 1 mm, current I = 10 pA, and reduced brightness B_r = 5 × 10⁷ A/(m² sr V).

Spherical aberration makes a ray at angle θ miss the axis by Cs θ³ in the plane where rays near the axis focus. Moving the plane a distance z towards the lens changes the miss to Cs θ³ − zθ. With z = ¾Cs α², the edge ray misses by ¼Cs α³. The ray at θ = α/2, where the miss has its other extreme, gives (1/8 − 3/8)Cs α³ = −¼Cs α³. The disc is then as small as refocusing can make it, with diameter

d_s = ½Cs α³.

At α₀ this is 0.16 nm, about 5% of the chromatic blur. At the mistaken 38.9 mrad it would be 29 nm, larger than the chromatic blur, so the two-term model would itself have failed.

This blur sets the limit when the energy spread is removed. With ΔE = 0,

d² = A²/α² + Cs²α⁶/4.

Setting the derivative to zero gives −2A²/α³ + (3/2)Cs²α⁵ = 0, so

α⁸ = 4A²/(3Cs²), α = (2A/(√3 Cs))^(1/4) = 12.9 mrad.

The diffraction blur is then 1.84 nm, the spherical blur 1.06 nm, and the total 2.1 nm. Within this rule, a perfectly monochromatic beam would more than halve the probe size, but not reduce it to zero.

The source has a finite image. Brightness is current per area and solid angle, and for a uniform disc of diameter d_g filled by a cone of half-angle α,

B_r V = I/[(πd_g²/4)(πα²)],

where V = 1000 V is the beam voltage. Solving for the diameter,

d_g = (2/π) √(I/(B_r V))/α.

Here I/(B_r V) = 10⁻¹¹/(5 × 10¹⁰) m² = 2 × 10⁻²² m², so d_g = 0.0090 nm/α = 1.3 nm at α₀. This term falls as 1/α, just as diffraction does. It can be absorbed by replacing A with √(A² + G²), where G = αd_g = 0.0090 nm. The optimum moves to 7.1 mrad and 5.03 nm; including Cs as well leaves both unchanged at this precision.

Since G² is proportional to I, the source image equals the diffraction blur when the current is (3.44/1.31)² = 6.9 times larger, about 69 pA. Above that current, the source rather than diffraction is the main reason to open the aperture.

A focus error δz adds a disc of diameter 2αδz. For 100 nm this is 1.38 nm at α₀, which, added in quadrature, raises d from 4.86 to 5.05 nm. Height differences on a patterned wafer act in the same way. The geometric disc overstates so small an error: its phase at α₀, in the sense explained below, is only 0.38 rad, and the diameter holding half the current grows by about 1%.

Repulsion between electrons is harder to size. At 10 pA their mean spacing along the beam is v_z e/I = 0.30 m, so close encounters below the aperture should be rare. Above the aperture the current is larger, and this estimate does not cover that region.

**How far the quadrature rule can be trusted**

Squares add when two independent random displacements are added and each is measured by its standard deviation. Neither condition holds here. The diffraction pattern has such extended tails that its variance is infinite, and defocus acts on the same wave that diffracts, so the two effects are not independent.

The wave picture shows how large the discrepancy may be. A focus shift δz adds a phase πδzθ²/λ to the wave at angle θ. For an electron at the edge of the energy width, δz = Cc ΔE/(2E). At θ = α₀, using α₀² = 0.61 λE/(Cc ΔE), the phase is

(π/λ) × (Cc ΔE/(2E)) × 0.61 λE/(Cc ΔE) = 0.61π/2 = 0.96 rad.

All the parameters cancel. The geometric disc is a good description when this phase amounts to many radians. At α₀ it is below one radian, and most electrons, being closer to the mean energy, have less. The energy spread should then do less harm than the geometric disc suggests.

A calculation that adds the waves for each energy, and averages the intensities over a Gaussian spectrum, confirms this. It measures the probe by the diameter holding half the current. At α₀ that diameter is 3.02 nm without energy spread and 3.14 nm with it, an increase of only 4%. By this measure the aperture can usefully be opened further: the optimum is 11.4 mrad, with a diameter of 2.39 nm. The quadrature rule would rate the same angle 25% worse than α₀, at about 6.1 nm. Most of this difference comes from the measure of size, not from the treatment of the waves. The half-current diameter of the diffraction spot is 0.535 λ/α, and that of the geometric chromatic blur for a Gaussian spectrum is only 0.34 Cc α ΔE/E. Adding these two in quadrature already gives an increase of 7% at α₀ and an optimum of 11.0 mrad, with 2.67 nm. The wave treatment accounts for the remaining step to 4%, 11.4 mrad and 2.39 nm.

This calculation omits spherical aberration, whose geometric disc is 0.74 nm at 11.4 mrad, against 0.16 nm at α₀. The source image is omitted too. Including both, with the focus readjusted, leaves the optimum at 11.4 mrad and raises the diameter to 2.49 nm. The 6.9 mrad is thus the correct minimum of the stated rule and a reasonable starting point for choosing an aperture, but it is not the angle that brings half the current into the smallest circle. The best angle also depends on the fraction of the current chosen: it is 13.1 mrad for 35% and 9.8 mrad for 65%. It depends on the shape of the spectrum as well. At the same width, a flat spectrum gives 12.8 mrad and 2.05 nm, and a skewed one of the form ε exp(−ε/kT) gives 11.0 mrad and 2.59 nm.

**Beside a real instrument**

The parameters are rough values for a microscope that measures line widths on wafers, with a Schottky emitter and a landing energy near 1 keV. Such instruments often slow the electrons just above the specimen, which can reduce Cc as referred to the landing energy. Halving Cc at fixed ΔE would halve B, raising α₀ to 9.7 mrad and lowering d_min to 3.4 nm. Replacing the stated rule by a wave calculation of the half-current diameter moves the angle from 6.9 to 11.4 mrad, mostly because the measure of size changes; the finite source at 10 pA, within the stated rule, moves it only to 7.1 mrad.

Probe size is also not image resolution. A common range formula, only a rough guide at this energy, gives about 32 nm for the depth a 1 keV electron can reach in silicon. Electrons scattered back to the surface can release secondary electrons some distance from the point of impact, and this adds a broad background to the signal however fine the probe is. The numerical output lists the main values used here, with ΔE written as dE.

Computed results

```
Beam energy: 1000 eV
Energy spread (full width at half maximum): 0.5 eV
Chromatic coefficient Cc: 1.0 mm
Spherical coefficient Cs: 1.0 mm
Beam current: 10 pA
Reduced brightness: 5.0e+07 A/(m^2 sr V)
Wavelength: 0.03878 nm
Relativistic wavelength: 0.03876 nm
Relative error of non-relativistic wavelength: 4.89e-04
First Airy zero, r alpha/lambda: 0.6098
A = 0.61 lambda: 0.02366 nm
B = Cc dE/E: 500.0 nm
alpha_0 squared, A/B: 4.7315e-05 rad^2
Optimum angle, formula: 6.879 mrad
Optimum angle, numerical: 6.879 mrad
Optimum angle in degrees: 0.394 deg
Diffraction blur at optimum: 3.439 nm
Chromatic blur at optimum: 3.439 nm
Minimum probe size, formula: 4.864 nm
Minimum probe size, numerical: 4.864 nm
Two-term size at 5 mrad: 5.351 nm
Two-term size at 10 mrad: 5.531 nm
Size ratio at twice the optimum angle: 1.458
At 500 eV: optimum 5.784 mrad, size 8.180 nm
At 2000 eV: optimum 8.180 mrad, size 2.892 nm
With 1.22 for 0.61: 9.728 mrad, 6.879 nm
Traced lens, Cc for f near 1 mm: 1.0001 mm
Traced chromatic disc / formula: 1.00025
Spherical blur at alpha_0: 0.163 nm
Source image at alpha_0: 1.309 nm
With source image: 7.115 mrad, 5.031 nm
With source and Cs: 7.102 mrad, 5.034 nm
Blur from 100 nm focus error: 1.376 nm
Mean electron spacing along beam: 0.300 m
Rough electron range in silicon: 32 nm
Wave half-current diameter, no spread, alpha_0: 3.015 nm
Wave half-current diameter, with spread, alpha_0: 3.139 nm
Wave optimum angle: 11.4 mrad
Wave half-current diameter at its optimum: 2.391 nm
Spherical blur at wave optimum: 0.742 nm
```
